Recovery Missed by a Delayed Measurement with Log-Uniform Trap Lifetimes

**Problem**

An AlGaN/GaN transistor has been held in its off state at high drain voltage. Electrons caught in traps have removed carriers from the channel beside the gate, so the device conducts less than before: this is current collapse. At t = 0 the stress ends and the traps begin to empty. Their lifetimes are spread log-uniformly from τ₁ = 1 µs to τ₂ = 1000 s, which means that each equal interval of ln τ holds the same initial trapped charge. The first reading is taken at t = 1 ms.

Assume that all traps are full at t = 0, that they empty independently, and that no emitted electron is caught again. Each trapped electron removes one channel electron, the mobility is constant, and the signal is the sheet conductance of the region beside the gate.

(a) Find the share of the total recovery that is over at time t.

(b) What share does the first reading miss?

(c) Compare the answer with a simple count of decades, and explain the difference.

(d) At 300 K take a channel density of 8×10¹² cm⁻² without trapping, an initial trapped density of 1×10¹² cm⁻² and a mobility of 1500 cm²/Vs. Find the true collapse and the collapse seen at 1 ms. What delay would miss only 10 percent of the recovery?

(e) Which trap depths produce these lifetimes, if the capture cross-section is 10⁻¹⁵ cm² and the electron mass is 0.2 free-electron masses? How far does the answer to (b) move when the assumptions fail?

**Solution**

**(a) The recovered share**

Let n₀ be the channel density without trapping and n_t(t) the trapped density. The sheet conductance is

G(t) = qμ[n₀ − n_t(t)],

where q is the elementary charge and μ the mobility. Recovery is complete when n_t = 0, so the share that is over at time t is

R(t) = [G(t) − G(0)]/[G(∞) − G(0)] = 1 − n_t(t)/n_t(0).

The factors qμ and n₀ cancel because the signal is linear in the trapped charge.

The filling N of a trap with lifetime τ obeys dN/dt = −N/τ with N(0) = 1, so N = exp(−t/τ). The distribution of initial charge over lifetimes is p(τ) = C/τ, since dτ/τ = d ln τ. Normalization fixes C:

1 = C ∫ dτ/τ = C ln(τ₂/τ₁), so p(τ) = 1/(Lτ), L = ln(τ₂/τ₁).

The unrecovered share S = 1 − R is the average filling,

S(t) = (1/L) ∫ from τ₁ to τ₂ of e^(−t/τ) dτ/τ.

Substitute u = t/τ. Then dτ/τ = −du/u, and the limits become t/τ₁ and t/τ₂. The minus sign exchanges them:

S(t) = (1/L) ∫ from t/τ₂ to t/τ₁ of e^(−u) du/u.

With the exponential integral E₁(x) = ∫ from x to ∞ of e^(−u) du/u, this gives

R(t) = 1 − [E₁(t/τ₂) − E₁(t/τ₁)]/L.

This holds for every t > 0 within the model.

**(b) The share missed at 1 ms**

The delay lies far inside the window: t/τ₂ = 10⁻⁶ and t/τ₁ = 1000. We therefore need E₁ at small and at large argument.

For small x, integrate by parts, using 1/u as the derivative of ln u:

E₁(x) = −e^(−x) ln x + ∫ from x to ∞ of e^(−u) ln u du.

Euler's constant is γ = −∫ from 0 to ∞ of e^(−u) ln u du = 0.5772. Hence the last integral equals −γ − ∫ from 0 to x of e^(−u) ln u du. Integrate this remaining piece by parts as well, now with 1 − e^(−u) as the antiderivative of e^(−u). The boundary term at u = 0 vanishes because u ln u → 0, and

∫ from 0 to x of e^(−u) ln u du = (1 − e^(−x)) ln x − J(x),

J(x) = ∫ from 0 to x of (1 − e^(−u))/u du.

Collecting the terms, the two pieces with e^(−x) ln x cancel:

E₁(x) = −ln x − γ + J(x).

For u > 0 the integrand of J lies between 0 and 1, so 0 < J(x) < x.

For large x, replace 1/u by its largest value 1/x:

0 < E₁(x) < e^(−x)/x.

Insert the first result into R, with −ln(t/τ₂) = ln(τ₂/t):

R = [L − ln(τ₂/t) + γ − J(t/τ₂) + E₁(t/τ₁)]/L.

Because L − ln(τ₂/t) = ln(t/τ₁), this is

R = [ln(t/τ₁) + γ − J(t/τ₂) + E₁(t/τ₁)]/L.

At 1 ms, J is less than 10⁻⁶ and E₁(t/τ₁) is less than e^(−1000)/1000. Both can be dropped, which leaves the short law

R(t) ≈ [ln(t/τ₁) + γ]/L for τ₁ ≪ t ≪ τ₂.

The numbers are ln(t/τ₁) = ln 10³ = 6.9078 and L = ln 10⁹ = 20.7233. Therefore

R(1 ms) = (6.9078 + 0.5772)/20.7233 = 0.361.

The first reading misses about 36 percent of the total recovery, and 64 percent is still to come. Direct quadrature of the average over ln τ gives 36.12 percent, in agreement with the formula.

**(c) Why the decade count falls short**

Three of the nine decades of lifetime lie below 1 ms. If every trap emptied abruptly at t = τ, the missed share would be 3/9, or 33.3 percent. Exponential emission adds γ/L, which is 2.8 percentage points.

To see where γ comes from, split the traps at τ = t. Those with τ < t have not quite finished. In units of 1/L of the total, they still hold

∫ from τ₁ to t of e^(−t/τ) dτ/τ = E₁(1) − E₁(t/τ₁) ≈ 0.2194.

Those with τ > t have already started, and have given

∫ from t to τ₂ of (1 − e^(−t/τ)) dτ/τ = J(1) − J(t/τ₂) ≈ 0.7966.

The early contribution of the slow traps exceeds what the fast traps still hold, by 0.7966 − 0.2194 = 0.5772. This is γ, as the identity for E₁ at x = 1 requires: ln 1 = 0, so γ = J(1) − E₁(1).

The short law also gives the recovery per decade of time,

R(10t) − R(t) = ln 10/L = 1/9,

or 11.1 percent, as long as both times are well inside the window. A plot against log t is then a straight line, with no feature to mark the start or the end of the process.

The line bends at the edges. For t ≪ τ₁ every trap is in its linear stage, 1 − e^(−t/τ) ≈ t/τ, and

R ≈ (t/L) ∫ from τ₁ to τ₂ of dτ/τ² = (t/L)(1/τ₁ − 1/τ₂) ≈ t/(Lτ₁).

The recovery thus starts in proportion to t, whereas the short law would become negative. For t ≫ τ₂ the unrecovered share is below E₁(t/τ₂)/L, hence below (τ₂/(Lt)) e^(−t/τ₂), and the slowest traps set an exponential end.

**(d) The device readings**

The conductance without trapping is qμn₀ = 1922.6 µS. At t = 0 the channel density is 7×10¹² cm⁻², and G(0) = 1682.3 µS. The true collapse is

(1922.6 − 1682.3)/1922.6 = 12.5 percent.

At 1 ms the traps still hold 0.639×10¹² cm⁻². The channel density is then 7.361×10¹² cm⁻² and the conductance 1769.1 µS. The reading shows a collapse of

(1922.6 − 1769.1)/1922.6 = 8.0 percent.

Of the 240.3 µS to be regained, 86.8 µS came back before the first reading. In this model the true collapse follows from the observed one on division by S = 0.639. That correction requires the lifetime distribution to be known down to τ₁, which a measurement starting at 1 ms cannot supply by itself.

For a missed share of 10 percent, the short law requires

ln(t/τ₁) = 0.1 L − γ = 2.0723 − 0.5772 = 1.4951, so t ≈ 4.46 µs.

This delay is close to τ₁, so the dropped term E₁(t/τ₁) is no longer quite negligible. It is positive and adds to R, which makes the required delay slightly shorter. The full formula gives 4.45 µs. Cutting the missed share from 36 to 10 percent thus takes a reading more than 200 times earlier.

The end of the measurement matters too. By 100 s, 91.2 percent of the recovery is over, so a record from 1 ms to 100 s shows 55.1 percent of it. If the value at 100 s is mistaken for the final one, the missed share appears to be 36.1/91.2, or 39.6 percent.

**(e) Trap depths and the limits of the answer**

Let a trap lie at depth ε below the conduction band edge. An empty trap captures electrons at the rate σvn, where σ is the cross-section, v the thermal speed and n the electron density at the trap. In equilibrium with the Fermi level at depth φ, n = N_c e^(−φ/kT), where N_c is the band density of states. The ratio of empty to full traps is e^((φ−ε)/kT), if the degeneracy factor is one. Capture and emission balance, so the emission rate per full trap is

1/τ = σvn × (empty/full) = σvN_c e^(−ε/kT).

The Fermi level cancels. Solving for the depth gives

ε = kT ln(σvN_c τ), so dε = kT d ln τ.

Traps with a common cross-section and a uniform density in energy therefore have log-uniform lifetimes. For the given mass at 300 K, v = √(3kT/m) = 2.61×10⁷ cm/s and N_c = 2(2πmkT/h²)^(3/2) = 2.24×10¹⁸ cm⁻³. The prefactor σvN_c is then 5.86×10¹⁰ s⁻¹. With kT = 0.02585 eV, the window from 1 µs to 1000 s corresponds to depths from 0.284 to 0.820 eV. Nine decades of time need a band of trap levels only about 0.54 eV wide. As a test, the rate equations of 120 traps spaced evenly over this range were integrated numerically. They gave a missed share of 36.12 percent.

The assumptions can now be relaxed one at a time, with everything else held fixed.

*Resistance as the signal.* Sheet resistance is 1/G, which is not linear in the trapped charge. Its missed share is

[1/G(0) − 1/G(t)]/[1/G(0) − 1/G(∞)] = R(t) G(∞)/G(t).

This equals 0.3612 × 1922.6/1769.1, or 39.3 percent. The same recovery looks more complete because resistance responds most strongly when the channel is most depleted.

*Heating.* Suppose that the recovery takes place at 350 K, with the trap depths unchanged. The lifetimes then run from 0.153 µs to 7.93 s, and the missed share rises to 52.7 percent. The given lifetimes must therefore belong to the temperature of the recovery itself.

*Incomplete filling.* Let a stress of duration t_s fill each trap to 1 − e^(−t_s/τ), so that its filling time equals its emission time. The initial charge is then proportional to R(t_s), and the charge left at t to the average of (1 − e^(−t_s/τ))e^(−t/τ), which is S(t) − S(t + t_s). Hence

missed share = 1 − [S(t) − S(t + t_s)]/R(t_s).

For t_s = 10 s this is 44.9 percent. Under this filling law the slowest traps were hardly filled, so the fast ones make up more of the recovery that occurs. The direction of the shift depends on the filling law. In the capture model above, with a common cross-section, the capture rate c = σvn is the same at every depth, and a trap fills to [c/(c + 1/τ)][1 − e^(−(c + 1/τ)t_s)] if its emission rate is unchanged during the stress. The fast traps are then the underfilled ones, and the missed share falls: for t_s = 10 s it is 33.9 percent at c = 10⁶ s⁻¹ and 18.4 percent at c = 10⁴ s⁻¹.

*Retrapping.* In the steady state, traps well below the Fermi level stay full and drop out of the recovery. With the Fermi level 1.0 eV below the band edge at the traps, the whole window lies above it and the share remains 36.1 percent. At 0.7 eV it is 46.5 percent. An estimate shows why: the emptying part of the window is (0.700 − 0.284)/(0.820 − 0.284) = 0.78 of the whole, and 36.1/0.78 is about 46 percent. These figures take the capture rate at the traps as constant during the recovery. The share rises quickly as the Fermi level approaches the band edge: at 0.5 eV only 40 percent of the trapped charge is ever released, and 86.9 percent of that release is over by 1 ms.

*Faster or slower emission.* If all emission rates are multiplied by s, both lifetime limits are divided by s. L is unchanged, and the short law shifts by ln s/L. A degeneracy factor of two in the rate moves the result to 39.5 or 32.8 percent, depending on its direction.

An electric field F can have a larger effect on a trap that is left positively charged by emission. The electron's potential energy along the field is −q²/(4πκr) − qFr, with κ the permittivity. Its maximum is at r² = q/(4πκF) and lies below the zero-field edge by

Δε = 2qFr = q√(qF/(πκ)).

This is the Poole–Frenkel lowering. At 0.1 MV/cm and a relative permittivity of 8.9 it amounts to 0.080 eV. If this lowering applied to all emitted electrons, emission would be 22.5 times faster and the missed share would rise to 51.1 percent. For barrier lowering alone these figures are upper estimates, because the barrier is lowered less for electrons that leave at an angle to the field. An average over directions, with no lowering for electrons leaving against the force of the field, gives a factor of 5.5 and a missed share of about 44 percent. Traps left neutral exert no such Coulomb attraction on the leaving electron, so this lowering is absent. If the stated lifetimes were determined at the same field, the effect is already in them.

Direct tunnelling through a triangular barrier at this field is negligible. With an attempt rate of 10¹³ s⁻¹, its rate is at most about 10⁻¹³ of the thermal rate for any trap in the window. This estimate leaves out the Coulomb attraction of a charged trap, which thins the barrier, and tunnelling assisted by lattice vibrations. The latter also acts on neutral traps: a one-dimensional estimate at this field makes emission about 2.5 times faster, for a missed share near 41 percent.

The field of 0.1 MV/cm is low for this device and suits only traps well away from the interface. The channel charge gives qn₀/κ = 1.6 MV/cm at the interface, and the trapped sheet alone corresponds to 0.2 MV/cm. Full Poole–Frenkel lowering gives a missed share of 69.7 percent at 0.5 MV/cm and 83.5 percent at 1 MV/cm. In the triangular-barrier estimate, direct tunnelling matches thermal emission from the shallowest trap at 0.29 MV/cm, and at 1 MV/cm it raises the missed share above 99 percent. At such fields the depths inferred from thermal emission alone do not apply.

**Comparison with real devices.** The channel density and mobility are roughly typical of AlGaN/GaN transistors. The trapped density depends strongly on the device and the stress, and the cross-section is uncertain by orders of magnitude. With the lifetimes held fixed, a tenfold change in cross-section shifts the inferred depths by kT ln 10, about 0.06 eV, and leaves the 36 percent untouched. The flat distribution matters greatly, since real traps may be concentrated at a few levels. If all had a lifetime of 1 µs, a reading at 1 ms would miss practically the whole recovery; if all had 1000 s, it would miss about one part in a million. Heating to 350 K moves the result to 53 percent. Incomplete filling can move it either way, depending on the filling law, and strong retrapping or a field near 1 MV/cm can push it close to 100 percent. The 36 percent is thus a property of the stated distribution and delay, and a correction for a particular device needs its own lifetime spectrum. The remaining digits are in the numerical output below.

Values computed for the example and the checks

```
Shortest lifetime: 1.0e-06 s
Longest lifetime: 1.0e+03 s
Measurement delay: 1.0e-03 s
Log span ln(tau_max/tau_min): 20.7233
ln(delay/tau_min): 6.9078
Euler constant: 0.577216
E1(delay/tau_max): 13.238296
Missed share, closed form: 36.1187 %
Missed share, quadrature: 36.1187 %
Missed share, short law: 36.1187 %
Missed share, rate equations: 36.1187 %
Missed share, decade count only: 33.3333 %
Correction gamma/log span: 2.7854 points
Slow traps, already given (times log span): 0.7966
Fast traps, still held (times log span): 0.2194
Recovery per decade: 11.1111 %
Delay that misses 10 %: 4.450 us
Recovered by 100 s: 91.20 %
Seen between 1 ms and 100 s: 55.08 %
Missed share if 100 s is taken as the end: 39.60 %
Temperature: 300 K
Electron mass ratio: 0.20
Capture cross-section: 1.0e-15 cm2
Thermal speed: 2.612e+07 cm/s
Band density of states: 2.244e+18 cm-3
Emission prefactor: 5.862e+10 1/s
Thermal energy kT: 0.02585 eV
Shallowest trap depth: 0.284 eV
Deepest trap depth: 0.820 eV
Channel density: 8.0e+12 cm-2
Trapped density at start: 1.0e+12 cm-2
Mobility: 1500 cm2/Vs
Sheet conductance, recovered: 1922.6 uS
Sheet conductance, at start: 1682.3 uS
Sheet conductance, first reading: 1769.1 uS
Conductance regained before reading: 86.8 uS
True collapse: 12.50 %
Collapse seen at first reading: 7.99 %
Missed share read as resistance: 39.3 %
Shortest lifetime at 350 K: 1.53e-07 s
Longest lifetime at 350 K: 7.93e+00 s
Missed share at 350 K: 52.7 %
Missed share after 10 s stress: 44.9 %
Missed share, Fermi depth 1.0 eV: 36.12 %
Missed share, Fermi depth 0.7 eV: 46.5 %
Field for lowering and tunnelling: 0.1 MV/cm
Relative permittivity: 8.9
Poole-Frenkel lowering: 0.0804 eV
Emission speed-up by lowering: 22.5
Missed share with lowering: 51.1 %
Tunnelling attempt rate: 1e+13 1/s
Largest tunnelling/thermal rate ratio: 8.7e-14
Missed share, emission rates doubled: 39.5 %
Missed share, emission rates halved: 32.8 %
```
